\section*{Ward identity and the width of a charged resonance that radiates, part 1}

(Sections cited here and not found follow in the second part.)

\section{A charged particle that lives briefly and radiates}

Two particles collide at an energy close to the mass $M$ of a charged, unstable particle $R$. The resonance forms, decays, and somewhere along the way a photon is emitted: by an incoming particle, by a decay product, or by $R$ itself. The propagator $1/(s-M^2)$ of a stable particle diverges at $s=M^2$, so the width $\Gamma$ has to be put into it. Two recipes suggest themselves. One replaces $M^2$ by the complex constant $\mu^2=M^2-iM\Gamma$. The other notes that the decay rate depends on the invariant mass $\sqrt{s}$ of the virtual resonance and writes $s-M^2+i\sqrt{s}\,\Gamma(s)$. At $s=M^2$ the two agree, and the second appears closer to the dynamics.

A photon emitted by $R$ changes its invariant mass, so one amplitude contains the propagator at two values of $s$. If $\sqrt{s}\,\Gamma(s)$ differs at these two values, the running width and the tree-level photon vertex give diagrams that no longer add up to a conserved current, while with the constant $\mu^2$ they do, exactly. The running width is not at fault by itself: the loop that makes the width run also corrects the photon vertex, and the failure comes from keeping the first effect without the second.

Units are $\hbar=c=1$ with energies in GeV, the metric is $(+,-,-,-)$, and $\eta=\Gamma/M$. The process is $1+2\to R\to 3+4+\gamma$ with all external particles on shell, photon momentum $k$ with $k^2=0$, and
\begin{equation}
p=p_1+p_2,\qquad q=p-k=p_3+p_4,\qquad k\cdot p=k\cdot q=\tfrac12(p^2-q^2).
\label{kin}
\end{equation}
The last relation follows from $q^2=p^2-2k\cdot p$ and $k\cdot q=k\cdot p-k^2$.

\section{What the Ward identity protects}

The amplitude is $\varepsilon^*_\mu A^\mu$ up to constant factors, and the Ward identity is $k_\mu A^\mu=0$. A real photon has two polarisations, orthogonal to $k$ and purely spatial in some frame. Let a timelike vector $n$ point along the time axis of that frame, and let $e_1,e_2$ be real vectors with $e_i\cdot e_j=-\delta_{ij}$ and $e_i\cdot k=e_i\cdot n=0$. The vectors $k,n,e_1,e_2$ form a basis. The projector on the plane of $k$ and $n$ is built from the inverse of their matrix of scalar products,
\begin{equation}
\begin{pmatrix}0&k\cdot n\\ k\cdot n&n^2\end{pmatrix}^{-1}
=\frac{1}{(k\cdot n)^2}\begin{pmatrix}-n^2&k\cdot n\\ k\cdot n&0\end{pmatrix},
\end{equation}
and the projector on the orthogonal plane is $-\sum_ie_i^\mu e_i^\nu$. The two projectors add up to $g^{\mu\nu}$. Solving for $\sum_ie_i^\mu e_i^\nu$ and contracting with $A_\mu A^*_\nu$ gives
\begin{equation}
\sum_i|e_i\cdot A|^2=-A\cdot A^*+\frac{2\,\mathrm{Re}[(k\cdot A)(n\cdot A)^*]}{k\cdot n}-\frac{n^2|k\cdot A|^2}{(k\cdot n)^2}.
\label{polsum}
\end{equation}
If $k\cdot A=0$ the rate is $-A\cdot A^*$ for every $n$. If $k\cdot A\ne0$ it depends on $n$ without bound. For any real $\xi$ take $n'=n+\xi(k\cdot n)e_1+\beta k$. Then $(e_1+\xi k)\cdot n'=-\xi\,k\cdot n+\xi\,k\cdot n=0$ and $e_2\cdot n'=0$, so the polarisations belonging to $n'$ are $e_1+\xi k$ and $e_2$; and $n'^2=n^2-\xi^2(k\cdot n)^2+2\beta\,k\cdot n$ is positive for a suitable $\beta$. The rate becomes $|e_1\cdot A+\xi\,k\cdot A|^2+|e_2\cdot A|^2$, which grows as $\xi^2$. An amplitude with $k\cdot A\neq0$ predicts an unpolarised rate that depends on the frame in which the polarisations were defined.

\section{The scalar model}

Let $R$ and the particles $\phi_1,\dots,\phi_4$ be complex scalars with charges $Q,Q_1,\dots,Q_4$ in units of $e$, coupled by $-g_{\rm in}R^\dagger\phi_1\phi_2-gR^\dagger\phi_3\phi_4+\mathrm{h.c.}$, which requires $Q=Q_1+Q_2=Q_3+Q_4$. With the covariant derivative $\partial_\mu+ieQ\mathcal A_\mu$, the kinetic term of a field $\phi$ contains $ieQ\mathcal A^\mu(\partial_\mu\phi^\dagger\,\phi-\phi^\dagger\partial_\mu\phi)$. An incoming particle contributes $e^{-irx}$ and an outgoing one $e^{ir'x}$, so this term equals $ieQ(ir'+ir)^\mu=-eQ(r+r')^\mu$, and the vertex, $i$ times it, is $-ieQ(r+r')^\mu$. The cubic couplings have no derivatives and give no photon vertex; the term quadratic in $\mathcal A$ needs two photons.

If $i\Pi(s)$ is the one-particle-irreducible self-energy of $R$ and $X=s-M^2$, the series $\frac iX+\frac iX\,i\Pi\,\frac iX+\dots=\frac{i}{X}\sum_n(-\Pi/X)^n$ sums to $iD(s)$ with
\begin{equation}
D^{-1}(s)=s-M^2+\Pi(s).
\end{equation}
Both recipes have this form, with $\Pi=iM\Gamma$ or $\Pi=i\sqrt s\,\Gamma(s)$. Each of the five diagrams has two cubic vertices, one photon vertex and two propagators, hence the common factor $(-ig_{\rm in})(-ig)(-ie)\,i^2=-ie\,g_{\rm in}g$, which is left out of $A^\mu$. If an incoming particle radiates, $R$ carries $q$; if a decay product radiates, $R$ carries $p$. The internal light lines have $(p_i-k)^2-m_i^2=-2p_i\cdot k$ and $(p_j+k)^2-m_j^2=2p_j\cdot k$. Therefore
\begin{align}
A^\mu={}&\sum_{i=1,2}Q_i\frac{(2p_i-k)^\mu}{-2p_i\cdot k}\,D(q^2)+\sum_{j=3,4}Q_j\frac{(2p_j+k)^\mu}{2p_j\cdot k}\,D(p^2)+A_R^\mu,\nonumber\\
A_R^\mu={}&Q\,D(p^2)\,V^\mu\,D(q^2),
\label{amp}
\end{align}
where $V^\mu$ is the photon vertex of $R$, equal to $(p+q)^\mu$ at tree level.

Contract with $k_\mu$. Since $k^2=0$, each incoming fraction becomes $-1$ and each outgoing one $+1$, and charge conservation collects the legs into $Q[D(p^2)-D(q^2)]$. Writing $D(p^2)-D(q^2)=D(p^2)D(q^2)[D^{-1}(q^2)-D^{-1}(p^2)]$ gives
\begin{equation}
k\cdot A=Q\,D(p^2)D(q^2)\left\{k\cdot V-\left[D^{-1}(p^2)-D^{-1}(q^2)\right]\right\}.
\label{master}
\end{equation}
For $Q\ne0$ the amplitude is thus conserved exactly when $k\cdot V=D^{-1}(p^2)-D^{-1}(q^2)$, the Ward--Takahashi identity for the vertex of $R$. The tree vertex has $k\cdot(p+q)=p^2-q^2$ by (\ref{kin}), while the difference of inverse propagators is $p^2-q^2+\Pi(p^2)-\Pi(q^2)$. With the tree vertex,
\begin{equation}
k\cdot A=-Q\,D(p^2)D(q^2)\left[\Pi(p^2)-\Pi(q^2)\right],\qquad
\frac{k\cdot A}{k\cdot A_R}=-\frac{\Pi(p^2)-\Pi(q^2)}{p^2-q^2}.
\label{viol}
\end{equation}

A constant $\Pi$, real or complex, drops out of the difference. The converse also holds. The factors $D$ do not vanish for finite $\Pi$, and $q^2$ takes any value from $(m_3+m_4)^2$ up to $p^2$. Given two values $s,s'\ge(m_3+m_4)^2$, choose a collision energy with $p^2$ above both; $k\cdot A=0$ everywhere forces $\Pi(s)=\Pi(p^2)=\Pi(s')$. With the tree vertex, and for $Q\ne0$, the identity holds throughout phase space if and only if $\Pi$ is constant above the decay threshold.

The reason lies in the Lagrangian. A mass term $M^2R^\dagger R$ has no derivative and so no photon vertex; $M^2$ cancels in (\ref{master}) as a symbol, and its reality is never used. A function $\Pi(s)$ corresponds to an operator $R^\dagger\Pi(-\partial^2)R$, whose derivatives must be made covariant and then couple to photons.

Three cases follow from (\ref{viol}). For a neutral resonance $Q=0$, and any $\Pi(s)$ is allowed. For a soft photon the ratio in (\ref{viol}) tends to $-\Pi'(p^2)$, while $k\cdot A$ itself vanishes linearly in the photon energy: the leading soft terms, of order $1/k$, come from the external legs and are conserved alone. Finally, the algebra used only the mass-shell conditions and momentum conservation, so it survives when particle 4 is moved to the initial state and $q^2$ can be negative. A width that is constant for $s>0$ and switched off for $s<0$ then leaves $k\cdot A=-iM\Gamma Q\,D(p^2)D(q^2)$, so the same $\mu^2$ must be used in spacelike propagators too.

For the linear running width $\Pi=is\eta$, equation (\ref{viol}) gives $k\cdot A=-i\eta\,k\cdot A_R$ at every point of phase space. This form arises when $\Gamma(s)\propto\sqrt s$, as dimensional analysis requires for a dimensionless coupling and massless decay products.

\section{The loop behind the width}

The model can be solved at one loop. Take $Q_3=Q$, $Q_4=0$, write $m_c=m_3$ for the charged and $m_d=m_4$ for the neutral product, and let $g_{\rm in}\ll g$, so that the width comes from $R\to3+4$. The self-energy is
\begin{equation}
i\Pi=(-ig)^2i^2\!\int\!\frac{d^4l}{(2\pi)^4}\frac{1}{[l^2-m_d^2][(p-l)^2-m_c^2]},
\end{equation}
with prefactor $+g^2$ and $m^2\to m^2-i0$ understood. Combine the denominators with weights $z$ and $1-z$ and shift $l=l'+(1-z)p$. The denominator becomes $(l'^2-\Delta)^2$ with
\begin{equation}
\Delta(z;s)=z\,m_d^2+(1-z)m_c^2-z(1-z)s-i0,
\end{equation}
because $(1-z)^2s-(1-z)s=-z(1-z)s$. Wick rotation $l'^0=il_E^0$, with $d^4l_E=\pi^2u\,du$ and $u=l_E^2$, gives
\begin{align}
\int\!\frac{d^4l'}{(2\pi)^4}\frac{1}{(l'^2-\Delta)^2}&=\frac{i}{16\pi^2}\int_0^{U}\!\frac{u\,du}{(u+\Delta)^2}\to\frac{i}{16\pi^2}\left[\ln\frac{U}{\Delta}-1\right],\\
\int\!\frac{d^4l'}{(2\pi)^4}\frac{1}{(l'^2-\Delta)^3}&=\frac{-i}{16\pi^2}\int_0^{\infty}\!\frac{u\,du}{(u+\Delta)^3}=\frac{-i}{32\pi^2\Delta},
\label{three}
\end{align}
the first for a large cutoff $U$. The cutoff term is independent of $s$ and is absorbed in $M^2$ by demanding $\mathrm{Re}\,\Pi(M^2)=0$. With $C=g^2/16\pi^2$,
\begin{equation}
\Pi(s)=-C\int_0^1\!dz\,\ln\Delta(z;s)+\mathrm{const}.
\label{bubble}
\end{equation}
As a polynomial, $\Delta=sz^2-(s+m_c^2-m_d^2)z+m_c^2=s(z-z_-)(z-z_+)$ with
\begin{equation}
z_\pm=\frac{s+m_c^2-m_d^2\pm\sqrt{\lambda(s)}}{2s},\qquad\lambda(s)=[s-(m_c+m_d)^2][s-(m_c-m_d)^2].
\end{equation}
Above threshold both roots lie in $(0,1)$, $\Delta<0$ between them, and there $\ln(\Delta-i0)=\ln|\Delta|-i\pi$. Using $\int_0^1\ln|z-r|\,dz=(1-r)\ln(1-r)+r\ln r-1$,
\begin{align}
\mathrm{Re}\,\Pi&=-C\Big\{\ln s+\sum_{r=z_\pm}\left[(1-r)\ln(1-r)+r\ln r-1\right]\Big\}+\mathrm{const},\nonumber\\
\mathrm{Im}\,\Pi&=\pi C(z_+-z_-)=\frac{g^2\sqrt{\lambda(s)}}{16\pi s}.
\label{closed}
\end{align}
The imaginary part is the running width. A particle of mass $\sqrt s$ decays with rate $\Gamma(s)=\frac{g^2}{2\sqrt s}\cdot\frac{|\mathbf p|}{4\pi\sqrt s}$, the second factor being the two-body phase space, and $|\mathbf p|=\sqrt\lambda/2\sqrt s$ gives $\sqrt s\,\Gamma(s)=g^2\sqrt\lambda/16\pi s$. It tends to a constant at large $s$, because $g$ has the dimension of mass.

While $R$ is dissociated into $c$ and $d$, its charge sits on $c$, and the photon can be emitted there. Writing the full vertex as $V=p+q+\Lambda$, the triangle diagram is
\begin{equation}
-ieQ\Lambda^\mu=(-ig)^2\,i^3\,(-ieQ)\!\int\!\frac{d^4l}{(2\pi)^4}\frac{(p+q-2l)^\mu}{[l^2-m_d^2][(p-l)^2-m_c^2][(q-l)^2-m_c^2]}.
\end{equation}
Here $(-ig)^2i^3=ig^2$. Use $1/(B_1B_2B_3)=2\int dx\,dy\,(xB_1+yB_2+zB_3)^{-3}$ over $x,y,z\ge0$, $z=1-x-y$, with $x$ for the $p$ line, $y$ for the $q$ line and $z$ for the neutral line, and shift $l=l'+xp+yq$. The term odd in $l'$ drops. Since $k^2=0$ means $2p\cdot q=p^2+q^2$, one has $(xp+yq)^2=(x+y)(xp^2+yq^2)$, and the denominator function is
\begin{equation}
(xp+yq)^2-xp^2-yq^2+(x+y)m_c^2+z\,m_d^2=z\,m_d^2+(1-z)m_c^2-z(xp^2+yq^2).
\end{equation}
Set $x=(1-z)t$ and $y=(1-z)(1-t)$, so that $dx\,dy=(1-z)\,dz\,dt$. The function is then $\Delta(z;s_t)$ with $s_t=tp^2+(1-t)q^2$. The prefactor is $ig^2\cdot2\cdot(-i/32\pi^2)=C$ by (\ref{three}), and
\begin{equation}
\Lambda^\mu=a\,p^\mu+b\,q^\mu=C\!\int_0^1\!\!dz\!\int_0^1\!\!dt\,(1-z)\frac{(1-2x)p^\mu+(1-2y)q^\mu}{\Delta(z;s_t)}.
\label{tri}
\end{equation}
By (\ref{kin}) the numerator contracts with $k$ to $\tfrac12(p^2-q^2)(2-2x-2y)=z(p^2-q^2)$. On the other hand $\partial_t\ln\Delta=-z(1-z)(p^2-q^2)/\Delta$. The integrand is a total $t$-derivative:
\begin{equation}
k\cdot\Lambda=-C\int_0^1\!dz\left[\ln\Delta(z;p^2)-\ln\Delta(z;q^2)\right]=\Pi(p^2)-\Pi(q^2).
\label{loopWI}
\end{equation}
Inserted in (\ref{master}), this makes the braces vanish. The resummed self-energy with the one triangle insertion is a conserved set by itself, although it is not the complete one-loop amplitude. Because $k\cdot p$ and $k\cdot q$ are real, (\ref{loopWI}) holds for real and imaginary parts separately: the running width $i\,\mathrm{Im}\,\Pi$ is consistent with the vertex $p+q+i(\mathrm{Im}\,a)p+i(\mathrm{Im}\,b)q$.

For a scalar and a real photon the identity leaves no physical freedom. Only $p$ and $q$ are available, $\Lambda=\frac12(a+b)(p+q)+\frac12(a-b)k$, the $k$ term vanishes against $e_i$ and against $k$, and (\ref{loopWI}) fixes $\frac12(a+b)=[\Pi(p^2)-\Pi(q^2)]/(p^2-q^2)$.

For $\Pi=is\eta$ this rule gives $V=(1+i\eta)(p+q)$. The inverse propagator factorises,
\begin{equation}
s-M^2+is\eta=(1+i\eta)(s-\bar\mu^2),\qquad\bar\mu^2=\frac{M^2}{1+i\eta}=\frac{M^2(1-i\eta)}{1+\eta^2}.
\label{fact}
\end{equation}
The leg diagrams carry one propagator and so one factor $1/(1+i\eta)$; $A_R$ carries $(1+i\eta)/(1+i\eta)^2$. The repaired amplitude is the constant-mass amplitude with $\bar\mu^2$, divided by $1+i\eta$. Writing $\bar\mu^2=\bar M^2-i\bar M\bar\Gamma$, the real part gives $\bar M=M/\sqrt{1+\eta^2}$, and the imaginary part $\bar M\bar\Gamma=M\Gamma/(1+\eta^2)$ gives $\bar\Gamma=\Gamma/\sqrt{1+\eta^2}$. The number $\bar\mu^2$ is the pole of the propagator.

For a charged scalar resonance, the tree-level photon vertex satisfies the Ward identity throughout phase space only with a constant $\Pi$, such as that of the complex mass $\mu^2$, while a running width needs the matching loop correction to the vertex. It remains to treat spin one, to evaluate the violations numerically, and to see what the constant mass gives up.
